# Spin channels of the full vertex and their crossing relations

## What goes wrong with separate channels

Take electrons with a local repulsion $U$ and sum the simplest ladder of repeated scatterings, once for density fluctuations, once for spin fluctuations and once for electron pairs. Each sum looks reasonable. Yet all three describe one object, the amplitude for two electrons to go in and two to come out, and their answers can contradict each other. For the impurity treated below, the pair ladder gives zero for two electrons of parallel spin, while the density and spin ladders together give about $-3.2\,T$ for the same process, with $T$ the temperature.

To see the conflict one must know how the channel amplitudes are cut from one vertex, why each obeys its own equation, and which linear relations bind them.

## The vertex and its sign convention

Let $1=(\sigma_1,x_1)$, where $\sigma_1$ is the spin and $x_1$ holds every other label: time or frequency, site, orbital. Sums over repeated internal labels are understood. With $G_{12}=-\langle Tc_1\bar c_2\rangle$, the full vertex $F$ is defined by

$$\langle Tc_1\bar c_2c_3\bar c_4\rangle=G_{12}G_{34}-G_{14}G_{32}-G_{1a}G_{b2}G_{3c}G_{d4}F_{abcd}.$$

The first two terms are independent propagation and its exchange. Particle number is conserved and there are no anomalous averages such as $\langle cc\rangle$. In $F_{1234}$, labels 2 and 4 are incoming and 1 and 3 outgoing.

Exchanging $\bar c_2$ and $\bar c_4$ changes the sign of the left side. The first two terms on the right also change sign as a pair, so the last must too. The same holds for $c_1$ and $c_3$. Hence

$$F_{1234}=-F_{1432}=-F_{3214}=F_{3412}.\tag{1}$$

This is crossing symmetry. It follows from Fermi statistics and needs no spin symmetry.

For the lowest order, write the interaction as $S_{\rm int}=\frac14V_{1234}\bar c_1c_2\bar c_3c_4$, with $V$ antisymmetric as in (1). The factor $e^{-S_{\rm int}}$ supplies $-\frac14V$. Four equal ways of attaching the external legs cancel the $\frac14$. Placing contracted partners side by side takes an even permutation, and the four contractions give $(-G)^4=G^4$. So $F=V$ to first order. For $U\bar c_\uparrow c_\uparrow\bar c_\downarrow c_\downarrow$ this means $V_{\uparrow\uparrow\downarrow\downarrow}=U$ and $V_{\uparrow\downarrow\downarrow\uparrow}=-U$.

## SU(2) leaves two functions

Assume now that both the action and the state are invariant under spin rotations $c\to Rc$, $\bar c\to\bar cR^\dagger$. Then $G$ is proportional to the unit matrix in spin. Read $F$ as a matrix from the incoming spins $(\sigma_2,\sigma_4)$ to the outgoing spins $(\sigma_1,\sigma_3)$. Invariance says that it commutes with $R\otimes R$.

Two spins one-half form one singlet and one triplet. By Schur's lemma a commuting matrix is a number on each and does not connect them:

$$F=F_sP_s+F_tP_t.\tag{2}$$

The numbers $F_s$ and $F_t$ depend on $x_1,\dots,x_4$. Spin exchange has eigenvalue $-1$ on the singlet and $+1$ on the triplet. The identity has elements $\delta_{12}\delta_{34}$ and the exchange $\delta_{14}\delta_{32}$, where the deltas act on spin. Therefore

$$P_{s,t}=\tfrac12(\delta_{12}\delta_{34}\mp\delta_{14}\delta_{32}).$$

Equivalently,

$$F=\delta_{12}\delta_{34}A+\delta_{14}\delta_{32}B.\tag{3}$$

Setting spins gives $A=F_{\uparrow\uparrow\downarrow\downarrow}$, $B=F_{\uparrow\downarrow\downarrow\uparrow}$ and $F_{\uparrow\uparrow\uparrow\uparrow}=A+B$. On the singlet the exchange term counts $-B$, on the triplet $+B$, so

$$F_s=A-B,\qquad F_t=A+B.\tag{4}$$

## Density and magnetic components

For particle-hole scattering, legs 1 and 2 form one pair and legs 3 and 4 the other. We need the exchange tensor in that grouping. Any $2\times2$ matrix obeys $M=\frac12[\operatorname{tr}M+\boldsymbol\sigma\cdot\operatorname{tr}(\boldsymbol\sigma M)]$. In elements,

$$M_{12}=\tfrac12\left[\delta_{12}\delta_{34}+\boldsymbol\sigma_{12}\cdot\boldsymbol\sigma_{34}\right]M_{43}.$$

Since $M$ is arbitrary, the factor multiplying $M_{43}$ must be $\delta_{14}\delta_{32}$:

$$\delta_{14}\delta_{32}=\tfrac12(\delta_{12}\delta_{34}+\boldsymbol\sigma_{12}\cdot\boldsymbol\sigma_{34}).$$

Insertion in (3) gives

$$F=\tfrac12\left[F_d\,\delta_{12}\delta_{34}+F_m\,\boldsymbol\sigma_{12}\cdot\boldsymbol\sigma_{34}\right],\quad F_d=2A+B,\quad F_m=B.\tag{5}$$

Using $F_{\uparrow\uparrow\uparrow\uparrow}=A+B$, these are also $F_d=F_{\uparrow\uparrow\uparrow\uparrow}+F_{\uparrow\uparrow\downarrow\downarrow}$ and $F_m=F_{\uparrow\uparrow\uparrow\uparrow}-F_{\uparrow\uparrow\downarrow\downarrow}$. The first couples to the sum of the two spin densities, the second to their difference.

The names need care in exciton physics. The tensor $\delta_{12}$ describes an electron-hole pair of total spin zero, so a singlet exciton belongs to $F_d$ and a triplet exciton to $F_m$. The labels $s$ and $t$ here refer to two electrons. For a spin-independent interaction $v$, first order gives $A=v(x_1x_2x_3x_4)$ and $B=-v(x_1x_4x_3x_2)$. Thus $F_d=2v-v'$ and $F_m=-v'$, where the prime exchanges $x_2$ and $x_4$. The electron-hole exchange term $2v$ enters the singlet exciton and is absent from the triplet.

## The Bethe-Salpeter equations, with signs

A diagram for $F$ is reducible in the channel $12|34$ if cutting two internal lines separates legs 1, 2 from legs 3, 4. Let $\Gamma$ be the sum of those that are not. In a reducible diagram, the piece next to legs 1, 2, up to the first such cut, belongs to $\Gamma$; what follows is any diagram of $F$. It remains to find the sign and weight of the link.

By the definition of $F$, a block with labelled legs acts inside an average as $-F_{1234}\bar c_1c_2\bar c_3c_4$. Join two blocks:

$$(-\Gamma_{12ab}\,\bar c_1c_2\,\bar c_ac_b)(-F_{cd34}\,\bar c_cc_d\,\bar c_3c_4).$$

The neighbours $c_b\bar c_c$ contract to $-G_{bc}$. Then $\bar c_a$ and $c_d$ are adjacent and contract to $-\langle Tc_d\bar c_a\rangle=+G_{da}$. The result is $-(\Gamma_{12ab}G_{bc}G_{da}F_{cd34})\bar c_1c_2\bar c_3c_4$, again a block with a minus sign in front. The two cut lines run in opposite directions, so they are distinguishable and the label sum counts each diagram once:

$$F_{1234}=\Gamma_{1234}+\Gamma_{12ab}G_{bc}G_{da}F_{cd34}.\tag{6}$$

In the pair channel the cut separates the outgoing legs 1, 3 from the incoming legs 2, 4:

$$(-\Gamma_{1a3b}\,\bar c_1c_a\bar c_3c_b)(-F_{c2d4}\,\bar c_cc_2\bar c_dc_4).$$

Moving the even product $\bar c_cc_2$ to the left of $\bar c_3c_b$ costs no sign. Now $c_a\bar c_c$ and $c_b\bar c_d$ are neighbours and give $(-G_{ac})(-G_{bd})=+G_{ac}G_{bd}$. Compared with the block form $-F$, this is a negative contribution to $F$. The cut lines run in the same direction, and exchanging them gives the same diagram, so the label sum counts it twice. Hence

$$F_{1234}=\Gamma^{pp}_{1234}-\tfrac12\Gamma^{pp}_{1a3b}G_{ac}G_{bd}F_{c2d4}.\tag{7}$$

## Why the channels decouple

Write either equation as $F=\Gamma+\Gamma KF$, with $K$ the pair of propagators including its sign and weight. Then $\Gamma=F(1+KF)^{-1}$, provided the inverse exists. If $1+KF$ is singular, this route to $\Gamma$ fails even though $F$ is finite. Since $F$ and $K$ are unchanged by spin rotations, so is $\Gamma$, and it has the forms (2) and (5) with components $\Gamma_r$.

In (6) the propagators set the spins $c=b$ and $d=a$. The spin part of the product is

$$\tfrac14\sum_{ab}\left[\Gamma_d\delta_{12}\delta_{ab}+\Gamma_m\sigma^i_{12}\sigma^i_{ab}\right]\left[F_d\delta_{ba}\delta_{34}+F_m\sigma^j_{ba}\sigma^j_{34}\right].$$

The sums needed are $\sum\delta_{ab}\delta_{ba}=2$, $\sum\sigma^i_{ab}\delta_{ba}=\operatorname{tr}\sigma^i=0$ and $\sum\sigma^i_{ab}\sigma^j_{ba}=2\delta_{ij}$. The mixed terms vanish, leaving $\frac12[\Gamma_dF_d\,\delta_{12}\delta_{34}+\Gamma_mF_m\,\boldsymbol\sigma_{12}\cdot\boldsymbol\sigma_{34}]$. Comparison with (5) gives, for $r=d,m$ and with spinless labels,

$$F_r(1234)=\Gamma_r(1234)+\Gamma_r(12ab)G_{bc}G_{da}F_r(cd34).\tag{8}$$

In (7) the spin sum is an ordinary matrix product from $(2,4)$ through the intermediate pair to $(1,3)$. With $P_sP_t=0$, $P_s^2=P_s$ and $P_t^2=P_t$ we get, for $r=s,t$,

$$F_r(1234)=\Gamma_r(1234)-\tfrac12\Gamma_r(1a3b)G_{ac}G_{bd}F_r(c2d4).\tag{9}$$

The decoupling concerns spin. Each line is still an integral equation in the labels $x$, and the four vertices $F_r$ are not independent.

## Crossing relations

Let a prime denote exchange of $x_2$ and $x_4$. Exchanging labels 2 and 4 completely also exchanges the two spin tensors in (3), so (1) gives

$$A=-B',\qquad B=-A'.\tag{10}$$

One function therefore fixes the whole vertex. From (5), $B=F_m$ and $A=\frac12(F_d-F_m)$. Then

$$F_d=2A+B=-2B'-A'=-2F_m'-\tfrac12F_d'+\tfrac12F_m',$$

$$F_m=B=-A'=-\tfrac12F_d'+\tfrac12F_m'.$$

Collecting terms,

$$\begin{pmatrix}F_d\\F_m\end{pmatrix}=-\frac12\begin{pmatrix}1&3\\1&-1\end{pmatrix}\begin{pmatrix}F_d'\\F_m'\end{pmatrix}.\tag{11}$$

Exchanging twice must do nothing, and the matrix, with its prefactor, does square to one: the diagonal elements are $\frac14(1+3)=1$ and the others $\frac14(3-3)=0$ and $\frac14(1-1)=0$. The 3 counts the three spin directions.

The pair components follow at the same arguments from (4):

$$F_s=\tfrac12F_d-\tfrac32F_m,\qquad F_t=\tfrac12(F_d+F_m).\tag{12}$$

Subtracting and adding gives the inverse, $F_m=\frac12(F_t-F_s)$ and $F_d=\frac12F_s+\frac32F_t$. Under the exchange, (10) gives $F_s'=A'-B'=-B+A=F_s$ and $F_t'=A'+B'=-F_t$. The singlet is even in the spinless labels and the triplet odd, as antisymmetry of two electrons requires. At $x_2=x_4$ the triplet vertex vanishes.

The particle-hole irreducible vertex does not obey (11) by itself. Exchanging legs 2 and 4 turns the cut $12|34$ into $14|32$, so crossing maps it, with a minus sign, to the irreducible vertex of that transverse channel. The pair cut $13|24$ is unchanged by the exchange, so $\Gamma_s$ stays even and $\Gamma_t$ odd.

## The same relations in frequencies

For a system with only frequency labels, set $(\nu_1,\nu_2,\nu_3,\nu_4)=(\nu+\omega,\nu,\nu',\nu'+\omega)$ and call the vertex $F^{\nu\nu'\omega}$. Exchanging $\nu_2$ and $\nu_4$ makes the second frequency $\nu'+\omega$, leaves the third at $\nu'$, and changes the transfer to $\nu+\omega-(\nu'+\omega)=\nu-\nu'$. Thus in (11)

$$F_r'=F_r^{\,\nu'+\omega,\;\nu',\;\nu-\nu'}.$$

For pairs of total frequency $\Omega$ use $(k,k',\Omega-k,\Omega-k')$. Matching with the particle-hole form gives $\nu=k'$, $\nu'=\Omega-k$ and $\omega=k-k'$, which are the arguments for the right side of (12). The internal sums in (8) and (9) become $T\sum_{\nu''}$ and $T\sum_{k''}$.

## Weak coupling and the failing ladders

For the local repulsion, (4) and (5) give the first-order values $F_d=U$, $F_m=-U$, $F_s=2U$ and $F_t=0$. Use them as constant irreducible vertices. Let $L(\omega)=T\sum_\nu G(\nu)G(\nu+\omega)$ and $P(\Omega)=T\sum_kG(k)G(\Omega-k)$. The equations become algebraic:

$$F_d=\frac{U}{1-UL},\quad F_m=\frac{-U}{1+UL},\quad F_s=\frac{2U}{1+UP},\quad F_t=0.$$

For the last but one, $F_s=2U-\frac12(2U)PF_s$. In this ladder approximation the bubble $-2L$ of the total density or spin density becomes $-2L/(1-UL)$ for density and $-2L/(1+UL)$ for spin. With $L<0$ and $U|L|<1$, the density response is weakened and the magnetic one enhanced relative to the bubble of the same $G$. This is not a comparison with the system at $U=0$, since the interaction also changes $G$.

Now take an Anderson impurity: one interacting level coupled to one bath level. Units are $\hbar=k_B=1$ with energies in $T$, and the round parameters are $U=4$, $\mu=1.5$, bath energy $0.5$ and hybridization $1$. Measured from the chemical potential, the impurity level lies at $-\mu$ and the bath level at $0.5$. With the propagator at $U=0$, $L(0)=-0.1377/T$. Then $F_d=4/1.551=2.58\,T$ and $F_m=-4/0.449=-8.91\,T$. Relation (12) demands $F_t=\frac12(2.58-8.91)\,T=-3.16\,T$, but the pair ladder gives zero. Each ladder keeps repeated scattering in one channel and omits what the others generate.

At order $U^2$ the conflict is removed by adding all three one-loop terms. Write $L=L(\omega)$ and $L'=L(\omega')$, with $\omega'=\nu_1-\nu_4$ the transverse transfer.

- The direct loop adds $U^2L$ to both $F_d$ and $F_m$.
- The transverse loop is its crossed partner. By (11) it adds $-\frac12(1+3)U^2L'=-2U^2L'$ to $F_d$ and $-\frac12(1-1)U^2L'=0$ to $F_m$.
- The pair loop adds $-\frac12(2U)^2P=-2U^2P$ to $F_s$ and nothing to $F_t$. By the inverse of (12) this is $-U^2P$ in $F_d$ and $+U^2P$ in $F_m$.

The coefficients of $U^2$ are therefore $L-2L'-P$ for $F_d$ and $L+P$ for $F_m$. By (12) that for $F_t$ is $L-L'$, which is odd under the exchange, as it must be.

Consider $\nu_1=\nu_2=\pi T$ and $\nu_3=\nu_4=-\pi T$. Here $\omega=0$, $\omega'=2\pi T$ and $\Omega=0$, with $L'=-0.0087/T$ and $P=0.1858/T$. The coefficients are $-0.1377+0.0174-0.1858=-0.3061$ for $F_d$ and $-0.1377+0.1858=0.0481$ for $F_m$, in units of $1/T$. The $U^2$ part of the vertex computed from the many-body eigenstates at very small $U$ has the same values. This comparison tests the signs in (6) and (7) and the factor $\frac12$.

## The vertex at $U=4\,T$

At full interaction all sixteen spin components were computed from the eigenstates and the definition of $F$, without assuming SU(2) or crossing. The table gives real parts in units of $T$; "generic" means $(\nu_1,\nu_2,\nu_3,\nu_4)=(5,1,-1,3)\pi T$ and "static" the point just used.

| Point | $A$ | $B$ | $F_d$ | $F_m$ | $F_s$ | $F_t$ |
|---|---|---|---|---|---|---|
| generic | 5.572 | −5.419 | 5.724 | −5.419 | 10.991 | 0.152 |
| static | 2.816 | −7.937 | −2.305 | −7.937 | 10.754 | −5.121 |

Imaginary parts are at most $0.28\,T$ at the generic point and vanish to the printed digits at the static one.

At the static point, exchanging $\nu_2$ and $\nu_4$ gives $F_d'=13.058\,T$ and $F_m'=-2.816\,T$. Relation (11) returns

$$F_d=(-6.529+4.224)\,T=-2.305\,T,$$

$$F_m=(-6.529-1.408)\,T=-7.937\,T.$$

From these, $F_t=\frac12(-2.305-7.937)\,T=-5.121\,T$, which is the directly computed parallel-spin component.

The density component has the opposite sign to its first-order value $+4\,T$. By (5) this happens because $B$ outweighs $2A$: $5.632-7.937=-2.305$. Low orders do not describe this point well. Through second order $F_m=-4+16(0.0481)=-3.23\,T$, less than half the computed size. The magnetic ladder value, $-8.91\,T$, is closer, but the density ladder value, $+2.58\,T$, has the wrong sign.

With equal incoming frequencies, $(3,1,-1,1)\pi T$, the triplet vertex vanishes to rounding error while $F_s=(12.81-0.86i)\,T$.

The decoupling was tested on a window of four frequencies. Four spin pairs times four frequencies make a $16\times16$ matrix. Its inversion gives the same $\Gamma$ as separate $4\times4$ inversions for each channel, to about $10^{-14}\,T$. The spin algebra holds for any window, but a $\Gamma$ from so few frequencies is not the converged irreducible vertex.

## When the decomposition fails

The orbital effect of a magnetic field alone leaves spin rotations intact, but its Zeeman coupling, like magnetic order, removes the invariance used in (2). Spin-orbit coupling in general does too, but not always. It drops out when it can be absorbed in a rotation of spin axes, as happens for a spin-rotating hybridization between this impurity and its single bath level. It also leaves the vertex of a single-orbital impurity in the form (3) when it acts only within a non-interacting, time-reversal-symmetric bath, even if no rotation removes it, because time reversal then keeps the hybridization function proportional to the unit matrix in spin. With a Zeeman splitting on the impurity equal to the temperature $T$, the static point acquires a density-magnetic element of size $0.58\,T$ and a singlet-triplet element of size $0.31\,T$. The channel equations are then coupled. Fermi antisymmetry (1) survives, but it must be applied to the individual spin components. With anomalous averages, as in a superconductor, there are further vertices with unequal numbers of incoming and outgoing legs, and the starting definition must be enlarged.

The numerical output below lists the components, their imaginary parts and the sizes of the remaining errors.

## Computed values

```
U = 4.0, mu = 1.5, bath energy = 0.5, hybridization = 1.0 (all in T)
impurity occupation per spin: 0.46708 (dimensionless)
SU(2)-invariant four-spin tensors: 2
G at n=0: -0.00870 -0.22761i 1/T
generic point (n1,n2,n3,n4) = (2, 0, -1, 1)
  A = F(up,up,dn,dn): 5.57189 -0.13798i T
  B = F(up,dn,dn,up): -5.41942 +0.13372i T
  F(up,up,up,up): 0.15247 -0.00426i T
  F_d: 5.72436 -0.14224i T
  F_m: -5.41942 +0.13372i T
  F_s: 10.99131 -0.27170i T
  F_t: 0.15247 -0.00426i T
  F_d with n2,n4 exchanged: 5.26695 -0.12946i T
  F_m with n2,n4 exchanged: -5.57189 +0.13798i T
  F_d rebuilt by crossing: 5.72436 -0.14224i T
  F_m rebuilt by crossing: -5.41942 +0.13372i T
static point (n1,n2,n3,n4) = (0, 0, -1, -1)
  A = F(up,up,dn,dn): 2.81625 +0.00000i T
  B = F(up,dn,dn,up): -7.93733 -0.00000i T
  F(up,up,up,up): -5.12108 -0.00000i T
  F_d: -2.30483 -0.00000i T
  F_m: -7.93733 -0.00000i T
  F_s: 10.75358 +0.00000i T
  F_t: -5.12108 -0.00000i T
  F_d with n2,n4 exchanged: 13.05841 -0.00000i T
  F_m with n2,n4 exchanged: -2.81625 -0.00000i T
  F_d rebuilt by crossing: -2.30483 +0.00000i T
  F_m rebuilt by crossing: -7.93733 +0.00000i T
Pauli point (n1,n2,n3,n4) = (1, 0, -1, 0)
  F_s: 12.81376 -0.86411i T
  |F_t|: 5.1e-15 T
largest error, channel structure: 1.1e-14 T
largest error, crossing: 2.3e-14 T
BSE window: 4 frequencies, full matrix 16 x 16
full against channel inversion, ph: 1.3e-14 T
full against channel inversion, pp: 2.9e-14 T
U^2 coefficients at the static point, from F | from one loop (1/T)
  F_d: -0.30609 -0.00000i | -0.30609 +0.00000i
  F_m: 0.04810 +0.00000i | 0.04810 -0.00000i
  F_s: -0.22520 -0.00000i | -0.22520 +0.00000i
  F_t: -0.12899 -0.00000i | -0.12899 +0.00000i
ph loop sum, zero transfer: -0.13771 -0.00000i 1/T
ph loop sum, transfer 2 pi T: -0.00872 -0.00000i 1/T
pp loop sum, zero total frequency: 0.18581 +0.00000i 1/T
control: impurity Zeeman splitting 1.0 T, static point
  density-magnetic mixing: 0.58293 T
  singlet-triplet mixing: 0.31465 T
```
